**Cathode field and electron emission with trapped charge in a low-k film**

At fixed voltage V, a sheet of N trapped electrons per unit area at distance a from the cathode lowers the cathode field by eN(1 − a/d)/ε, where d is the film thickness, ε its static permittivity and e the elementary charge. For N = 10¹² cm⁻², relative permittivity 2.5 and a = d/2, the output gives 0.3619 MV/cm. The program asserts agreement of the formula with finite-difference solutions of Poisson's equation for several sheet positions, voltages and thicknesses, and for two spread-out charge profiles. It also asserts agreement with the field of point electrons summed over their images in both plates. The Schottky barrier lowering is checked by direct numerical maximization, and the emission integral is checked against the Schottky law in the heavy-mass limit. For a 100 nm film at 10 V and 398.15 K, the Schottky current falls to 0.199 of its value without trapped charge. With tunnelling included, the ratio is 0.164 for the free-electron mass and 0.132 for half that mass, assuming a rough barrier height of 1.2 eV.

## Verification by program

```python
# Result under test: at fixed voltage V, a sheet of N trapped electrons per area at
# distance a from the cathode of a film (thickness d, permittivity eps) lowers the
# cathode field by e*N*(1 - a/d)/eps; for N = 1e12 cm^-2, a = d/2 and relative
# permittivity 2.5 this is 0.36 MV/cm.
# Internal units: nm, V, eV, V/nm (1 V/nm = 10 MV/cm). Field F > 0 drives electrons
# from the cathode (x = 0) to the anode (x = d).
import numpy as np
from scipy import constants as const
from scipy.integrate import simpson, trapezoid
from scipy.linalg import solve_banded
from scipy.optimize import minimize_scalar
from scipy.special import expit

MV = 10.0                                    # MV/cm per V/nm
e_over_eps0 = const.e / const.epsilon_0 * 1e9  # V nm
eps_static, eps_optical = 2.5, 1.9
density_cm2 = 1e12
density = density_cm2 * 1e-14                # electrons per nm^2
thickness, voltage = 100.0, 10.0
position = thickness / 2
temperature = 398.15
kT = const.k * temperature / const.e
barrier = 1.2                                # eV, rough
breakdown = 5.0                              # MV/cm, rough

step = e_over_eps0 * density / eps_static    # field jump across the sheet


def reduction(a, d):
    return step * (1 - a / d)


drop = reduction(position, thickness)
field_empty = voltage / thickness
field_cathode = field_empty - drop
field_anode = field_cathode + step
voltage_shift = drop * thickness
assert round(drop * MV, 2) == 0.36
assert field_cathode > 0


# --- Poisson equation by finite differences, any charge profile ---
def poisson_fields(profile, d, volts, cells=4000):
    x = np.linspace(0, d, cells + 1)
    h = x[1]
    n = profile(x)
    n = n * density / trapezoid(n, x)
    rhs = e_over_eps0 / eps_static * n[1:-1] * h**2
    rhs[-1] -= volts
    bands = np.ones((3, cells - 1))
    bands[1] = -2
    phi = np.concatenate(([0.0], solve_banded((1, 1), bands, rhs), [volts]))
    return (phi[1] - phi[0]) / h, (phi[-1] - phi[-2]) / h


def narrow(center):
    return lambda x: np.exp(-0.5 * (x - center)**2)


for d, volts in ((100.0, 10.0), (100.0, 25.0), (60.0, 10.0)):
    for fraction in (0.2, 0.5, 0.8):
        low, high = poisson_fields(narrow(fraction * d), d, volts)
        assert abs(volts / d - low - reduction(fraction * d, d)) < 1e-3 * step
        assert abs(high - volts / d - step * fraction) < 1e-3 * step
numeric_low, numeric_high = poisson_fields(narrow(position), thickness, voltage)
# only the centroid counts: flat profile (d/2) and linear ramp (2d/3)
for profile, centroid in ((np.ones_like, 0.5), (lambda x: x, 2 / 3)):
    low, _ = poisson_fields(profile, thickness, voltage)
    assert abs(field_empty - low - step * (1 - centroid)) < 1e-3 * step
restored, _ = poisson_fields(narrow(position), thickness, voltage + voltage_shift)
assert abs(restored - field_empty) < 1e-3 * step


# --- Point electron between two plates: image-charge sum at the cathode ---
def point_field(r, a, d, terms=1000):
    s = a + 2 * d * np.arange(-terms, terms + 1)
    total = (s / (r[:, None]**2 + s**2)**1.5).sum(axis=1)
    return e_over_eps0 / eps_static * total / (2 * np.pi)


radius = np.linspace(0, 12 * thickness, 1201)
for a in (0.25 * thickness, position):
    single = point_field(radius, a, thickness)
    mean_drop = density * simpson(single * 2 * np.pi * radius, x=radius)
    assert abs(mean_drop / reduction(a, thickness) - 1) < 5e-4
image_drop = mean_drop
spread = np.sqrt(density * simpson(single**2 * 2 * np.pi * radius, x=radius))


# --- Schottky barrier lowering, checked by direct maximization ---
def lowering(field, eps=eps_optical):
    return np.sqrt(const.e * field * 1e9 / (4 * np.pi * eps * const.epsilon_0))


image = e_over_eps0 / (16 * np.pi * eps_optical)   # eV nm
for field in (field_empty, field_cathode):
    best = minimize_scalar(lambda x: field * x + image / x, bounds=(0.05, 20),
                           method="bounded", options={"xatol": 1e-9})
    assert abs(best.fun - lowering(field)) < 1e-6
peak_position = best.x
low_before, low_after = lowering(field_empty), lowering(field_cathode)
ratio = np.exp((low_after - low_before) / kT)
ratio_static = np.exp((lowering(field_cathode, eps_static)
                       - lowering(field_empty, eps_static)) / kT)

# --- Random lateral positions of the trapped electrons ---
rng = np.random.default_rng(7)
disc = 4 * thickness
samples = np.empty(2000)
for i in range(samples.size):
    count = rng.poisson(density * np.pi * disc**2)
    r = disc * np.sqrt(rng.random(count))
    samples[i] = np.interp(r, radius, single).sum()
assert abs(samples.mean() / drop - 1) < 0.01        # sampling error about 0.2 %
assert abs(samples.std() / spread - 1) < 0.08       # sampling error about 1.6 %
local = field_empty - samples
assert local.min() > 0
patch_gain = (np.exp(lowering(local) / kT).mean()
              / np.exp(lowering(local.mean()) / kT))
slope = low_after / (2 * field_cathode * kT)
expected_gain = 1 + 0.5 * spread**2 * (slope**2 - slope / (2 * field_cathode))
assert abs(patch_gain - expected_gain) < 0.004


# --- Emission with tunnelling: WKB transmission times thermal supply ---
def emission(field, mass):
    """Energy integral of the current (eV), energies counted from the Fermi level."""
    top = barrier - 2 * np.sqrt(image * field)
    energy = np.linspace(-1, top + 1, 6001)
    below = energy < top
    height = barrier - energy[below]
    half = np.sqrt(height**2 - 4 * image * field) / (2 * field)
    middle = height / (2 * field)
    angle = (np.arange(200) + 0.5) * np.pi / 200
    x = middle[:, None] - half[:, None] * np.cos(angle)
    wave = np.sqrt(2 * mass * const.m_e * const.e) / const.hbar * 1e-9
    action = np.empty_like(energy)
    action[below] = (2 * wave * np.sqrt(field) * half**2 * np.pi
                     * (np.sin(angle)**2 / np.sqrt(x)).mean(axis=1))
    curvature = 2 * field / np.sqrt(image / field)   # eV/nm^2 at the barrier top
    quantum = const.hbar * np.sqrt(curvature * const.e * 1e18
                                   / (mass * const.m_e)) / const.e
    action[~below] = -2 * np.pi * (energy[~below] - top) / quantum
    supply = np.log1p(np.exp(-energy / kT))
    return trapezoid(expit(-action) * supply, energy)


def classical(field):
    return kT * np.exp(-(barrier - lowering(field)) / kT)


for field in (field_empty, field_cathode):           # heavy mass: no tunnelling
    assert abs(emission(field, 100.0) / classical(field) - 1) < 0.01
heavy_ratio = emission(field_cathode, 100.0) / emission(field_empty, 100.0)
assert abs(heavy_ratio / ratio - 1) < 0.01
tunnel = {}
for mass in (1.0, 0.5):
    before, after = emission(field_empty, mass), emission(field_cathode, mass)
    tunnel[mass] = (before / classical(field_empty),
                    after / classical(field_cathode), after / before)
exit_point = (barrier + np.sqrt(barrier**2 - 4 * image * field_cathode)) / (2 * field_cathode)
assert exit_point < position                         # barrier ends before the sheet
assert field_anode * MV < breakdown


def show(label, value, unit="", digits=3):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


print(f"trapped density: {density_cm2:.1e} cm^-2")
print(f"elementary charge: {const.e:.4e} C")
print(f"vacuum permittivity: {const.epsilon_0:.4e} F/m")
print(f"sheet charge e*N: {const.e * density_cm2 * 1e6:.4f} uC/cm2")
show("static relative permittivity", eps_static, digits=1)
show("optical relative permittivity (rough)", eps_optical, digits=1)
show("film thickness", thickness, "nm", 0)
show("sheet distance from cathode", position, "nm", 0)
show("voltage", voltage, "V", 1)
show("temperature", temperature, "K", 2)
show("thermal energy kT", kT, "eV", 5)
show("field step across sheet", step * MV, "MV/cm", 4)
show("cathode field reduction, formula", drop * MV, "MV/cm", 4)
show("same, Poisson solver", (field_empty - numeric_low) * MV, "MV/cm", 4)
show("same, image-charge sum", image_drop * MV, "MV/cm", 4)
show("field without trapped charge", field_empty * MV, "MV/cm")
show("cathode field with trapped charge", field_cathode * MV, "MV/cm")
show("anode field with trapped charge", field_anode * MV, "MV/cm")
show("voltage shift restoring cathode field", voltage_shift, "V", 2)
show("barrier lowering without trapped charge", low_before, "eV", 4)
show("barrier lowering with trapped charge", low_after, "eV", 4)
show("barrier peak distance, with charge", peak_position, "nm", 2)
show("Schottky current ratio with/without charge", ratio)
show("same ratio, static permittivity in image force", ratio_static)
show("mean lateral spacing N^(-1/2)", density**-0.5, "nm", 1)
show("rms spread of local cathode field", spread * MV, "MV/cm")
show("mean-emission factor from that spread", patch_gain)
show("reduction change per 10 nm centroid shift", step * 10 / thickness * MV, "MV/cm")
show("barrier height for tunnelling estimate (rough)", barrier, "eV", 1)
show("tunnelling exit point at Fermi level, with charge", exit_point, "nm", 1)
for mass, (gain_before, gain_after, full_ratio) in tunnel.items():
    show(f"mass {mass} m_e: total/Schottky current, no charge", gain_before, "", 2)
    show(f"mass {mass} m_e: total/Schottky current, with charge", gain_after, "", 2)
    show(f"mass {mass} m_e: current ratio with/without charge", full_ratio)
show("breakdown field (rough)", breakdown, "MV/cm", 0)
show("anode field / breakdown field", field_anode * MV / breakdown, "", 2)
print("done: every assertion held")
```

It prints:

```
trapped density: 1.0e+12 cm^-2
elementary charge: 1.6022e-19 C
vacuum permittivity: 8.8542e-12 F/m
sheet charge e*N: 0.1602 uC/cm2
static relative permittivity: 2.5
optical relative permittivity (rough): 1.9
film thickness: 100 nm
sheet distance from cathode: 50 nm
voltage: 10.0 V
temperature: 398.15 K
thermal energy kT: 0.03431 eV
field step across sheet: 0.7238 MV/cm
cathode field reduction, formula: 0.3619 MV/cm
same, Poisson solver: 0.3619 MV/cm
same, image-charge sum: 0.3619 MV/cm
field without trapped charge: 1.000 MV/cm
cathode field with trapped charge: 0.638 MV/cm
anode field with trapped charge: 1.362 MV/cm
voltage shift restoring cathode field: 3.62 V
barrier lowering without trapped charge: 0.2753 eV
barrier lowering with trapped charge: 0.2199 eV
barrier peak distance, with charge: 1.72 nm
Schottky current ratio with/without charge: 0.199
same ratio, static permittivity in image force: 0.245
mean lateral spacing N^(-1/2): 10.0 nm
rms spread of local cathode field: 0.024 MV/cm
mean-emission factor from that spread: 1.006
reduction change per 10 nm centroid shift: 0.072 MV/cm
barrier height for tunnelling estimate (rough): 1.2 eV
tunnelling exit point at Fermi level, with charge: 18.6 nm
mass 1.0 m_e: total/Schottky current, no charge: 1.47
mass 1.0 m_e: total/Schottky current, with charge: 1.21
mass 1.0 m_e: current ratio with/without charge: 0.164
mass 0.5 m_e: total/Schottky current, no charge: 2.22
mass 0.5 m_e: total/Schottky current, with charge: 1.47
mass 0.5 m_e: current ratio with/without charge: 0.132
breakdown field (rough): 5 MV/cm
anode field / breakdown field: 0.27
done: every assertion held
```
